**Finite-mesh exchange in the uniform electron gas: Gygi-Baldereschi and Spencer-Alavi**

The program compares mesh sums for the Hartree-Fock exchange self-energy $\Sigma(k)$ with the analytic result, in Rydberg units ($e^2=2$) at $r_s=2$ bohr. Here $k_F$ is the Fermi wave number, $L=Na$ is the supercell side for an $N\times N\times N$ mesh, and $R_c$ is the radius of a sphere of volume $L^3$. It asserts that Gaussian auxiliary functions of different width and a smooth-occupation sum give the same constant $C=2.837297$, and that the weight from a periodic auxiliary function approaches it as $N^{-2}$. It also asserts that dropping the singular point leaves a mean error close to $Ce^2/L$ for occupied states and close to zero for an empty one. The truncated interaction and its long-range error formulas are compared with real-space quadrature. Further assertions require the Gygi-Baldereschi error to fall faster than $1/L$ at $k=0$ and $k_F/2$, and the Spencer-Alavi error to do so at $k_F/2$ but not at $k=0$. For $N=32$ to $63$ at $k=0$, the output shows rms errors of 31.1 mRy without correction, 0.52 mRy with Gygi-Baldereschi and 8.28 mRy with Spencer-Alavi.

## Numerical verification

```python
"""Exchange self-energy of the uniform electron gas from a finite k mesh.

Result under test (Rydberg units, e2 = 2, lengths in bohr):
  Sigma(k) = -(2 e2 kF/pi) F(k/kF),
  F(x) = 1/2 + (1-x^2)/(4x) ln|(1+x)/(1-x)|.
The mesh sum over occupied points uses transfers p = 2 pi n/L, L = N a.
  skip : the point p = 0 is dropped; error +C e2/L for occupied k
  GB   : Gygi-Baldereschi weight C e2/L is given to the point p = 0
  SA   : Spencer-Alavi, e2/r cut at Rc with 4 pi Rc^3/3 = L^3
C is the cubic Madelung constant. GB errors fall faster than 1/L.
SA keeps an oscillating 1/L error at k = 0 and falls faster at 0 < k < kF.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc, gamma, i0e, spherical_jn

E2 = 2.0
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
rs = 2.0
kF = (9 * np.pi / 4) ** (1 / 3) / rs
cell = (2 * 4 * np.pi / 3) ** (1 / 3) * rs      # two electrons per cell


def sigma_exact(k):
    x = k / kF
    if x == 0:
        shape = 1.0
    else:
        shape = 0.5 + (1 - x*x) / (4*x) * np.log(abs((1 + x) / (1 - x)))
    return -2 * E2 * kF / np.pi * shape


def sigma_by_rays(k):
    """Integrate over directions the ray length inside the Fermi sphere."""
    def half_chord(mu):
        return np.sqrt(max(kF**2 - k**2 * (1 - mu**2), 0.0))
    if k < kF:
        value = quad(lambda mu: -k * mu + half_chord(mu), -1, 1)[0]
    else:
        edge = np.sqrt(1 - (kF / k)**2)
        value = quad(lambda mu: 2 * half_chord(mu), edge, 1)[0]
    return -E2 / np.pi * value


for ratio in (0.0, 0.5, 1.5):
    assert abs(sigma_exact(ratio*kF) - sigma_by_rays(ratio*kF)) < 1e-7


# ---- weight of the singular point, in units of e2/L ----
def nonzero_squares(nmax):
    n = np.arange(-nmax, nmax + 1)
    s = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
    s = s.ravel().astype(float)
    return s[s > 0]


squares = nonzero_squares(14)


def gaussian_weight(beta):
    """Gaussian auxiliary function with alpha = beta L^2."""
    lattice = np.sum(np.exp(-4*np.pi**2*beta*squares) / (np.pi*squares))
    return 1 / np.sqrt(np.pi*beta) - lattice + 4*np.pi*beta


C = gaussian_weight(0.01)
C_other = gaussian_weight(0.006)
assert abs(C - C_other) < 1e-8
C_wide = gaussian_weight(0.1)
distances = np.sqrt(squares)
images = np.sum(erfc(distances / (2*np.sqrt(0.1))) / distances)
assert images > 0.01 and abs(C_wide - images - C) < 1e-8

# A smooth occupation exp(-(n/5)^4): integral minus punctured sum
width = 5.0
smooth_integral = 4 * gamma(1.25) * width
smooth_sum = np.sum(np.exp(-(squares/width**2)**2) / (np.pi*squares))
C_smooth = smooth_integral - smooth_sum
assert abs(C_smooth - C) < 1e-6

# Periodic auxiliary function of the simple cubic lattice
watson = quad(lambda s: 2*s*i0e(s*s)**3, 0, np.inf,
              epsabs=1e-12, epsrel=1e-12, limit=400)[0]


def periodic_weight(N):
    c = np.cos(2*np.pi*np.arange(N) / N)
    d = 3 - c[:, None, None] - c[None, :, None] - c[None, None, :]
    d = d.ravel()[1:]                         # drops p = 0 only
    return 2*np.pi*N * (watson - np.sum(1/d) / N**3)


periodic = {N: periodic_weight(N) for N in (8, 16, 32)}
periodic_ratio = (periodic[16] - C) / (periodic[32] - C)
assert 3.6 < periodic_ratio < 4.4


# ---- truncated Coulomb interaction ----
def truncated_coulomb(p, Rc):
    if p == 0:
        return 2*np.pi*E2*Rc**2
    return 4*np.pi*E2*(1 - np.cos(p*Rc)) / p**2


for p in (0.0, 0.3, 1.1):
    direct = quad(lambda r: 4*np.pi*E2*r*np.sinc(p*r/np.pi), 0, 7.0)[0]
    assert abs(direct - truncated_coulomb(p, 7.0)) < 1e-7


def sigma_truncated(k, Rc):
    """Infinitely fine mesh, interaction cut at Rc, in real space."""
    value = quad(lambda r: spherical_jn(1, kF*r)*np.sinc(k*r/np.pi),
                 0, Rc, limit=500)[0]
    return -2*E2/np.pi * kF**2 * value


def tail_at_zero(Rc):
    return 2*E2/np.pi * np.sin(kF*Rc) / Rc


def tail_inside(k, Rc):
    plus, minus = kF + k, kF - k
    bracket = np.cos(plus*Rc)/plus - np.cos(minus*Rc)/minus
    return -E2*kF / (np.pi*k*Rc**2) * bracket


k_half = 0.5 * kF
for Rc in (20.0, 61.0, 125.0):
    difference = sigma_truncated(0.0, Rc) - sigma_exact(0.0)
    assert abs(difference - tail_at_zero(Rc)) < 1e-7
for Rc in (125.0, 127.0, 130.0):
    difference = sigma_truncated(k_half, Rc) - sigma_exact(k_half)
    envelope = E2*kF/(np.pi*k_half*Rc**2)*(1/(kF+k_half)+1/(kF-k_half))
    assert abs(difference - tail_inside(k_half, Rc)) < 0.1*envelope


# ---- mesh sums ----
def cutoff_radius(L):
    return L * (3 / (4*np.pi))**(1/3)


def mesh_self_energy(kvec, N):
    """Return skip, GB and SA self-energies and the occupied-point count."""
    L = N * cell
    h = 2*np.pi / L
    axes = [h*np.arange(np.ceil((-kF - c)/h), np.floor((kF - c)/h) + 1)
            for c in kvec]
    px, py, pz = np.meshgrid(*axes, indexing="ij", sparse=True)
    q2 = (px+kvec[0])**2 + (py+kvec[1])**2 + (pz+kvec[2])**2
    p2 = (px**2 + py**2 + pz**2)[q2 < kF**2]
    count = p2.size
    p2 = p2[p2 > 1e-12]
    k_occupied = count - p2.size              # one or zero
    Rc = cutoff_radius(L)
    prefactor = 4*np.pi*E2 / L**3
    skip = -prefactor * np.sum(1/p2)
    gb = skip - k_occupied * C * E2 / L
    sa = skip + prefactor * np.sum(np.cos(np.sqrt(p2)*Rc) / p2)
    sa -= k_occupied * truncated_coulomb(0.0, Rc) / L**3
    return np.array([skip, gb, sa]), count


directions = np.array([[1, np.sqrt(2), np.sqrt(3)],
                       [3, 1, np.sqrt(5)],
                       [1, np.pi, 0.5]])
directions /= np.linalg.norm(directions, axis=1)[:, None]
windows = [(8, 15), (16, 31), (32, 63)]
error_zero, error_half, counts = {}, {}, {}
for N in range(8, 64):
    values, counts[N] = mesh_self_energy(np.zeros(3), N)
    error_zero[N] = values - sigma_exact(0.0)
    error_half[N] = np.array(
        [mesh_self_energy(k_half*d, N)[0] - sigma_exact(k_half)
         for d in directions])


def window_rms(errors, window):
    rows = np.vstack([errors[N] for N in range(window[0], window[1]+1)])
    return np.sqrt(np.mean(rows**2, axis=0))


rms_zero = np.array([window_rms(error_zero, w) for w in windows])
rms_half = np.array([np.sqrt(np.mean(np.vstack(
    [error_half[N] for N in range(w[0], w[1]+1)])**2, axis=0))
    for w in windows])
gain_zero = rms_zero[0] / rms_zero[2]
gain_half = rms_half[0] / rms_half[2]

# L grows fourfold between the outer windows: a 1/L law gives a gain of 4
last = range(32, 64)
slope_zero = np.mean([error_zero[N][0]*N*cell/E2 for N in last])
slope_half = np.mean([error_half[N][:, 0]*N*cell/E2 for N in last])
k_out = 1.5 * kF
slope_out = np.mean([(mesh_self_energy(k_out*directions[0], N)[0][0]
                      - sigma_exact(k_out))*N*cell/E2 for N in last])
assert abs(slope_zero - C) < 0.15
assert abs(slope_half - C) < 0.05
assert abs(slope_out) < 0.05
assert gain_zero[1] > 6 and gain_half[1] > 6
assert gain_half[2] > 6
assert 2.5 < gain_zero[2] < 6
assert rms_zero[2, 1] < 0.5 * rms_zero[2, 2]

tails = {N: tail_at_zero(cutoff_radius(N*cell)) for N in range(8, 64)}
tail_rms = np.sqrt(np.mean([tails[N]**2 for N in last]))
rest_rms = np.sqrt(np.mean([(error_zero[N][2]-tails[N])**2 for N in last]))
assert rest_rms < 0.4 * tail_rms

# ---- report ----
L8 = 8 * cell
Rc8 = cutoff_radius(L8)
print(f"r_s = {rs:.1f} bohr, kF = {kF:.6f} 1/bohr, a = {cell:.6f} bohr")
for name, k in (("0", 0.0), ("0.5 kF", k_half), ("1.5 kF", k_out)):
    s = sigma_exact(k)
    print(f"analytic Sigma({name}) = {s:.6f} Ry = {s*RY_EV:.4f} eV")
print(f"C, Gaussian, alpha/L^2 = 0.01: {C:.8f}")
print(f"C, Gaussian, alpha/L^2 = 0.006: {C_other:.8f}")
print(f"Gaussian weight, alpha/L^2 = 0.1: {C_wide:.6f} e2/L")
print(f"  of which image sum: {images:.6f} e2/L")
print(f"C from smooth occupation: {C_smooth:.8f}")
print(f"Bessel integral for periodic function: {watson:.8f}")
for N in periodic:
    print(f"periodic-function weight, N = {N}: {periodic[N]:.6f} e2/L")
print(f"periodic deviation ratio, N 16 to 32: {periodic_ratio:.3f}")
print(f"N = 8: L = {L8:.5f} bohr, Rc = {Rc8:.5f} bohr")
print(f"N = 8, k = 0: occupied points {counts[8]}, sphere volume {8**3}")
print(f"N = 8: GB weight of p=0 term = {C*E2/L8:.6f} Ry")
print(f"N = 8: SA weight of p=0 term = "
      f"{truncated_coulomb(0.0, Rc8)/L8**3:.6f} Ry")
for label, value in zip(("skip", "GB", "SA"), error_zero[8]):
    print(f"N = 8, k = 0: Sigma {label} = {value+sigma_exact(0.0):.6f} Ry")
print("errors at k=0 in mRy: N, skip, GB, SA, predicted SA tail")
for N in (8, 16, 32, 48, 63):
    e = 1000 * error_zero[N]
    print(f"  {N:2d} {e[0]:9.3f} {e[1]:9.3f} {e[2]:9.3f} "
          f"{1000*tails[N]:9.3f}")
print("errors at k=0.5 kF, first direction, in mRy: N, skip, GB, SA")
for N in (8, 16, 32, 48, 63):
    e = 1000 * error_half[N][0]
    print(f"  {N:2d} {e[0]:9.3f} {e[1]:9.3f} {e[2]:9.3f}")
for name, table in (("0", rms_zero), ("0.5 kF", rms_half)):
    print(f"rms errors at k={name} in mRy: N range, skip, GB, SA")
    for w, row in zip(windows, 1000*table):
        print(f"  {w[0]}-{w[1]} {row[0]:9.4f} {row[1]:9.4f} {row[2]:9.4f}")
print("rms reduction, first to last range: skip, GB, SA")
print("  k=0:      " + " ".join(f"{g:.2f}" for g in gain_zero))
print("  k=0.5 kF: " + " ".join(f"{g:.2f}" for g in gain_half))
print(f"mean skip error times L/e2, N 32-63: k=0 {slope_zero:.4f}, "
      f"0.5 kF {slope_half:.4f}, 1.5 kF {slope_out:.4f}")
print(f"SA at k=0, N 32-63: tail rms {1000*tail_rms:.4f} mRy, "
      f"rest rms {1000*rest_rms:.4f} mRy")
print("done: every assertion held")
```

Printed output:

```
r_s = 2.0 bohr, kF = 0.959579 1/bohr, a = 4.061965 bohr
analytic Sigma(0) = -1.221774 Ry = -16.6231 eV
analytic Sigma(0.5 kF) = -1.114233 Ry = -15.1599 eV
analytic Sigma(1.5 kF) = -0.201227 Ry = -2.7378 eV
C, Gaussian, alpha/L^2 = 0.01: 2.83729748
C, Gaussian, alpha/L^2 = 0.006: 2.83729748
Gaussian weight, alpha/L^2 = 0.1: 3.003191 e2/L
  of which image sum: 0.165893 e2/L
C from smooth occupation: 2.83729748
Bessel integral for periodic function: 0.50546202
periodic-function weight, N = 8: 2.827472 e2/L
periodic-function weight, N = 16: 2.835112 e2/L
periodic-function weight, N = 32: 2.836766 e2/L
periodic deviation ratio, N 16 to 32: 4.113
N = 8: L = 32.49572 bohr, Rc = 20.15874 bohr
N = 8, k = 0: occupied points 485, sphere volume 512
N = 8: GB weight of p=0 term = 0.174626 Ry
N = 8: SA weight of p=0 term = 0.148819 Ry
N = 8, k = 0: Sigma skip = -1.025808 Ry
N = 8, k = 0: Sigma GB = -1.200434 Ry
N = 8, k = 0: Sigma SA = -1.193705 Ry
errors at k=0 in mRy: N, skip, GB, SA, predicted SA tail
   8   195.966    21.340    28.070    29.967
  16    90.217     2.904    26.751    26.379
  32    43.318    -0.338    14.331    14.503
  48    28.708    -0.396     1.117     1.838
  63    22.215     0.040     7.914     8.016
errors at k=0.5 kF, first direction, in mRy: N, skip, GB, SA
   8   172.904    -1.722   -12.324
  16    87.870     0.557     2.610
  32    44.084     0.427     0.845
  48    28.999    -0.105    -0.121
  63    22.240     0.066     0.164
rms errors at k=0 in mRy: N range, skip, GB, SA
  8-15  128.8881    9.2745   30.6338
  16-31   64.0059    2.6741   16.3030
  32-63   31.1486    0.5247    8.2810
rms errors at k=0.5 kF in mRy: N range, skip, GB, SA
  8-15  129.5225    1.9580    4.7249
  16-31   63.2260    0.6414    0.9985
  32-63   31.2303    0.1890    0.3003
rms reduction, first to last range: skip, GB, SA
  k=0:      4.14 17.67 3.70
  k=0.5 kF: 4.15 10.36 15.73
mean skip error times L/e2, N 32-63: k=0 2.8300, 0.5 kF 2.8368, 1.5 kF 0.0032
SA at k=0, N 32-63: tail rms 8.2075 mRy, rest rms 0.5251 mRy
done: every assertion held
```
